# Secondary-Ion Survival and Inverse Escape Velocity: Two Derivations, part 2

A positive ion leaves a metal surface and may capture an electron. We seek the probability $P$ that it remains an ion. It starts at distance $z_0$ from the image plane and travels $s=vt$ along the normal at constant velocity $v$. The neutralization rate is $\Gamma(s)=\Gamma_se^{-s/\lambda}$, with $v_c=\lambda\Gamma_s$ and $c=v_c/v$. A rate equation with memoryless, irreversible capture gave $P=e^{-c}$.

If neutrals return to ions at the rate $r\Gamma$,

$$
P=\frac{r}{1+r}+\frac{1}{1+r}\exp\left[-(1+r)\frac{v_c}{v}\right].
$$

For electrons at temperature $T$, $r=\tfrac12e^{-\Delta/kT}$, where the atomic level lies $\Delta$ below the Fermi level.

Image attraction, with energy $V(z)$ at distance $z$ from the image plane and final kinetic energy $E$, gives to first order

$$
-\ln P\simeq\frac{\Gamma_s}{v}\int_0^\infty e^{-s/\lambda}
\left(1-\frac{V}{2E}\right)ds
=\frac{v_c}{v}\left(1-\frac{\bar V}{2E}\right),
$$

$$
\bar V=\frac1\lambda\int_0^\infty V(z_0+s)e^{-s/\lambda}ds .
$$

The remaining exponent equals one at the freezing distance $s_f=\lambda\ln(v_c/v)$.

The copper-like example has mass 63.5 u, $\lambda=0.05$ nm, $\hbar\Gamma_s=0.20$ eV, $z_0=0.20$ nm, ionization energy 7.7 eV and work function 4.6 eV. $\Delta$ is 1.3 eV at the start and 3.1 eV far away, and $\bar V=1.49$ eV. At 10 eV, $c=2.76$ and $P=0.064$. Starting distances were also spread uniformly by $\pm0.010$ nm.

The second derivation uses amplitudes for independent electrons, at first without spin. One atomic state $a$ (energy $\varepsilon_a$) is coupled to many metal states $k$ (energies $\varepsilon_k$) by

$$
V_k(t)=V_k e^{-vt/(2\lambda)} .
$$

The operators $c_a$ and $c_k$ remove an electron from these states; $c$ without an index remains the number $v_c/v$. With real couplings the Heisenberg equations are

$$
i\hbar\dot c_a=\varepsilon_a c_a+\sum_kV_k(t)c_k,
\qquad
i\hbar\dot c_k=\varepsilon_kc_k+V_k(t)c_a .
$$

### Removing the metal states

Multiply the second equation by $e^{i\varepsilon_kt/\hbar}$ and integrate from the start:

$$
c_k(t)=e^{-i\varepsilon_kt/\hbar}c_k(0)
-\frac{i}{\hbar}\int_0^tdt'\,e^{-i\varepsilon_k(t-t')/\hbar}V_k(t')c_a(t').
$$

The first term is the free motion of the metal electrons. The second is the amplitude that has left the atom at earlier times. Inserted into the equation for $c_a$, it produces the memory term

$$
-\frac1{\hbar^2}\int_0^tdt'\,K(t,t')c_a(t'),
\qquad
K=\sum_kV_k(t)V_k(t')e^{-i\varepsilon_k(t-t')/\hbar}.
$$

The sign follows from $(-i/\hbar)(-i/\hbar)=-1/\hbar^2$.

We now assume a wide band: the squared coupling times the density of states is independent of energy over a range much larger than $\hbar\Gamma_s$ and $\hbar v/\lambda$, extending well to both sides of the atomic level. Define $\Gamma_s$ through the replacement

$$
\sum_kV_k^2\;\longrightarrow\;\frac{\hbar\Gamma_s}{2\pi}\int d\varepsilon .
$$

This is the golden-rule combination $\Gamma_s=2\pi V^2\rho/\hbar$, with $\rho$ the density of states. At this stage it is a definition; that it acts as a decay rate has yet to be shown.

Since $\int d\varepsilon\,e^{-i\varepsilon(t-t')/\hbar}=2\pi\hbar\,\delta(t-t')$,

$$
K=\frac{\hbar}{2\pi}\sqrt{\Gamma(t)\Gamma(t')}\,2\pi\hbar\,\delta(t-t')
=\hbar^2\Gamma(t)\,\delta(t-t').
$$

The time integral ends at the centre of this peak. For a band extending equally far to both sides of the level, the peak is even in $t-t'$, so half its area is included. The memory term becomes $-\Gamma c_a/2$, and

$$
\dot c_a=-\left(\frac{i\varepsilon_a}{\hbar}+\frac{\Gamma(t)}2\right)c_a
-\frac{i}{\hbar}\sum_kV_k(t)e^{-i\varepsilon_kt/\hbar}c_k(0).
$$

The wide band has removed the memory: an amplitude that enters the metal loses its phase relation with the atom in a time of order $\hbar$ divided by the band width.

### The vacancy and its survival

The equation is linear, so its solution at late time has the form

$$
c_a(\infty)=A_ac_a(0)+\sum_kA_kc_k(0).
$$

The coefficient $A_a$ follows from the homogeneous equation. The level energy contributes a phase, while the damping term gives the modulus:

$$
|A_a|^2=\left|\exp\left(-\frac12\int_0^\infty\Gamma\,dt\right)\right|^2
=\exp\left(-\int_0^\infty\Gamma\,dt\right).
$$

With $\Gamma=\Gamma_se^{-vt/\lambda}$ the integral is $\Gamma_s\lambda/v=c$. Hence $|A_a|^2=e^{-c}$. A level energy that changes with time alters the phase and not this modulus, as long as the wide-band assumption holds.

This number must still be connected with the ion. Initially the atomic state is empty, and each metal state has occupation $f_k$ without correlation between different states. The final occupation of the atom is therefore

$$
n_a=\langle c_a^\dagger c_a\rangle=\sum_k|A_k|^2f_k .
$$

The term with $|A_a|^2$ is absent because the atomic state was empty. The anticommutator $\{c_a,c_a^\dagger\}=1$ is preserved in time, which requires $|A_a|^2+\sum_k|A_k|^2=1$. The ion probability is $1-n_a$:

$$
P=|A_a|^2+\sum_k|A_k|^2(1-f_k).
$$

If all metal states are occupied, every $1-f_k$ vanishes, and

$$
\boxed{P=|A_a|^2=\exp\left(-\frac{v_c}{v}\right).}
$$

This is the earlier result, obtained without a rate equation. The vacancy on the ion decays into a filled band. Irreversibility does not have to be imposed: with no empty metal state available, an electron on the atom has nowhere to go except back into the hole just created, and the wide band suppresses that return.

The full-band result survives the inclusion of spin if a second electron on the atom is forbidden by its energy. The ion with a full band is then coupled to neutral states with one electron of either spin on the atom and one hole in the metal. From these states the system can only return to the ion with a full band. The amplitude equations have the same form, with $k$ also labelling spin, and $\Gamma$ is the sum over both spins.

### What empty metal states add

We return to the model without spin. At zero temperature the metal states above the Fermi level are empty, and the second term in $P$ is not zero. To find it, measure energies from the atomic level, taken as fixed, so that the Fermi level is at $+\Delta$. The integrating factor of the equation for $c_a$ gives, apart from a phase,

$$
A_k=-\frac i\hbar\int_0^\infty dt\,V_k(t)e^{-i\varepsilon_kt/\hbar}
\exp\left(-\frac12\int_t^\infty\Gamma\,dt'\right).
$$

The last factor is the damping between the arrival of the electron at $t$ and the end. Its integral is $ce^{-t/\tau}$ with $\tau=\lambda/v$. Substitute $u=e^{-t/\tau}$, so that $dt=-\tau\,du/u$, and let $x=\varepsilon\tau/\hbar$. The coupling contributes $u^{1/2}$ and the phase $u^{ix}$. The time integral becomes $\tau\int_0^1u^{-1/2+ix}e^{-cu/2}du$. Its modulus is $\tau|S(x)|$, where

$$
S(x)=\int_0^1u^{-1/2-ix}e^{-cu/2}du
$$

is the complex conjugate of that integral over $u$.

Replace the sum over $k$ by the energy integral, with $d\varepsilon=\hbar\,dx/\tau$. The prefactor is

$$
\frac1{\hbar^2}\,\frac{\hbar\Gamma_s}{2\pi}\,\tau^2\,\frac{\hbar}{\tau}
=\frac{\Gamma_s\tau}{2\pi}=\frac{c}{2\pi}.
$$

The addition to $P$ is therefore

$$
Q=\frac{c}{2\pi}\int_{x_\Delta}^{\infty}|S(x)|^2dx,
\qquad x_\Delta=\frac{\Delta\lambda}{\hbar v}.
$$

The normalization can be checked. With $u=e^{-y}$, $S$ is the Fourier transform of $e^{-y/2}e^{-(c/2)e^{-y}}$ on $y>0$. Parseval's theorem gives

$$
\frac{c}{2\pi}\int_{-\infty}^{\infty}|S|^2dx
=c\int_0^\infty e^{-y}e^{-ce^{-y}}dy
=c\int_0^1e^{-cu}du=1-e^{-c}.
$$

This is the total probability that the initial vacancy has been lost, as the sum rule requires.

### A deep level and a level at the Fermi energy

For $x\gg1$ the factor $u^{-ix}$ oscillates rapidly over most of the range. Integration by parts gives

$$
S=\frac{e^{-c/2}}{\frac12-ix}
+\frac{c/2}{\frac12-ix}\int_0^1u^{1/2-ix}e^{-cu/2}du .
$$

The boundary term at $u=0$ vanishes because it contains $u^{1/2}$. The remaining integral is itself of order $1/x$, as another integration by parts shows. At fixed $c$, the leading term is thus $|S|^2\simeq e^{-c}/x^2$, and

$$
Q\simeq\frac{c\,e^{-c}}{2\pi x_\Delta}
=e^{-c}\,\frac{\hbar\Gamma_s}{2\pi\Delta},
$$

because $c/x_\Delta=\hbar\Gamma_s/\Delta$. The correction relative to $e^{-c}$ does not depend on velocity at this order. It changes the prefactor of the law and leaves the slope unchanged.

The term comes from $u=1$, which is $t=0$. In the model a bare ion is placed at $z_0$ and the coupling begins abruptly. The collision that ejects the atom would replace this start by its own dynamics, which the model leaves out. The size of $Q$ depends on this: in the example at 10 eV, a coupling switched on smoothly with a time constant of 0.5 fs, about $\hbar/\Delta$, leaves 0.3% of the kept vacancy instead of 2.4%.

For the example at 10 eV, $x_\Delta=17.9$, and the estimate is $0.20/(2\pi\times1.30)=2.4\%$ of $e^{-c}$. The full integral gives the same value to the digits shown.

The opposite limit is $\Delta=0$. Since $|S(x)|^2$ is even, half of the total lies above the Fermi level:

$$
P=e^{-c}+\tfrac12(1-e^{-c})=\tfrac12(1+e^{-c}).
$$

Slow ions then tend to a probability of one half, and the inverse-velocity law fails. The two-way rate equation gives the same expression for a spinless level at the Fermi energy. Capture and loss then each have the rate $\Gamma/2$, so its ratio is $r=1$, and the sum of the two rates is $\Gamma$.

The exponential law thus requires a level well below the Fermi energy on the scale of $\hbar v/\lambda$, $\hbar\Gamma_s$ and $kT$. For slow ions at finite temperature this is not sufficient: the thermal return of neutrals to the ionic state must also be small compared with $e^{-c}$. At 10 eV, $\hbar v/\lambda=1.30/17.9=0.073$ eV, which satisfies the first condition comfortably.

### A band of finite width

The wide-band step can be tested by solving the amplitude equations for a discrete band. A calculation with 1000 equally spaced levels from $-20$ to $20$ eV, a fixed atomic level at zero and the example's rate at 10 eV gave $|A_a|^2=0.06353$ when the path was followed to $s=8\lambda$. The exponential law gives 0.06355 for the whole path and 0.06361 for a path cut at $8\lambda$. Followed to $12\lambda$, a band of the same width gives 0.06347. The finite width thus lowers the survival by about 0.1%, and halving the width doubles this shift.

With the Fermi level at zero and the atomic level moving from $-1.3$ eV toward $-3.1$ eV, the empty states added 2.3% of $e^{-c}$ at both 10 and 100 eV. The small difference from the infinite-band estimate follows from the upper edge. The edge lies 21.3 eV above the initial level, so the integral of $1/\varepsilon^2$ gives $1/1.3-1/21.3$ instead of $1/1.3$. This lowers 2.45% to 2.30%. A flat band from $-9$ to $4.6$ eV, closer to the extent available in copper, gives 1.9%. The motion of the level has little effect because the leading boundary term contains the level energy at the start.

### What each derivation assumes

Both derivations use a classical path with constant normal velocity, a particle that is certainly an ion at $z_0$, and a rate that depends on distance alone. At 10 eV the ion's de Broglie wavelength is 0.0011 nm, about 2% of $\lambda$, which supports the classical path. Neither derivation gives the probability that the particle leaves the collision as an ion. A measured ion yield contains that probability and the sputtering yield as well, so its slope gives $v_c$ only if their velocity dependence is known or negligible.

The rate equation assumes absence of memory and irreversible capture. In return it does not ask how the electron is transferred. It applies to resonant capture and also to Auger capture, in which a second metal electron takes up the released energy, provided that each can be described by a local rate.

The amplitude derivation obtains the absence of memory from a wide band and irreversibility from a full one. It shows that the level may move without changing the full-band result. Its price is a narrower mechanism: one-electron transfer between the atomic level and the band states, without Auger processes. It also exposes a difference at zero temperature. There the thermal ratio $r$ vanishes, while the amplitudes retain the addition $Q$, since an abrupt start supplies energy that equilibrium rates do not contain.

### The result beside sputtered copper

The mass, ionization energy and work function used here are rough copper values, and $\lambda$ has the size expected from tunnelling. The width $\hbar\Gamma_s$ and the starting distance are choices. They control the absolute survival strongly: doubling $\Gamma_s$ at fixed $\lambda$ squares $P$, which takes 0.064 at 10 eV to 0.004. The example is therefore no prediction of copper's ion yield. Many sputtered atoms leave with energies of a few eV, where constant velocity is the poorest of the assumptions whose effects were calculated here. Image attraction raises $P$ by 61% at 5 eV, against 7.5% for the spread of starting distances, 2 to 3% for the moving level at 3000 K and 2% for the empty band states, the last evaluated at 10 and 100 eV for an abrupt start in the model without spin. Spin can change that small addition, and its effect has not been calculated. Copper also has d states beginning roughly 2 eV below the Fermi level, in the range crossed by the atomic level. An energy-independent coupling is doubtful there, and the size of that error has not been calculated.

To extract $v_c$ from ion fractions under the conditions of this model, one should use the normal velocity, favour ions whose kinetic energy of normal motion is well above $3\bar V/2$, and include the image correction when slower ions are used. The factor 3 arises because the correction to $\ln P$ varies as $1/v^3$: to first order the local slope of $-\ln P$ against $1/v$ is $v_c[1-3\bar V/(2E)]$. At 10 eV this first-order formula lowers the slope by 22%. Without the expansion, the image force lowers the exponent by 7% and the local slope by 19%. The remaining values for the example are in the numerical output below.

## Calculated quantities

```
Ion mass (rough): 63.5 u
Ionization energy (rough): 7.7 eV
Work function (rough): 4.6 eV
Rate decay length lambda: 0.050 nm
Tunnelling estimate of lambda: 0.0455 nm
Initial width hbar*Gs: 0.20 eV
Initial rate Gs: 0.3039 1/fs
Starting distance z0: 0.20 nm
Characteristic velocity vc: 15.193 km/s
vc in atomic units: 0.00694
E=5 eV: v=3.898 km/s, vc/v=3.8975, P=0.02029
E=10 eV: v=5.513 km/s, vc/v=2.7560, P=0.06355
E=20 eV: v=7.796 km/s, vc/v=1.9488, P=0.14245
E=50 eV: v=12.327 km/s, vc/v=1.2325, P=0.29156
E=100 eV: v=17.432 km/s, vc/v=0.8715, P=0.41832
Freezing distance s_f at 10 eV: 0.0507 nm
Survival after s_f, random events: 0.3700
d ln P / d ln E at 10 eV: 1.3780
Oblique test: E=40 eV, angle=60 deg
Oblique P, random events: 0.06358
Oblique P, law: 0.06355
Image energy at start: 1.8000 eV
Weighted mean image energy: 1.4857 eV
P with image force, E=5 eV: 0.03259
P with image force, E=10 eV: 0.07638
P with image force, E=100 eV: 0.42100
Apparent vc with image, 5-100 eV: 12.847 km/s
Level depth at start: 1.3000 eV
Reverse ratio r at 300 K: 7.23e-23
Reverse ratio r at 3000 K: 0.00327
P at 3000 K, fixed level, E=5 eV: 0.02323
P at 3000 K, moving level, E=5 eV: 0.02076
P at 3000 K, fixed level, E=10 eV: 0.06603
P at 3000 K, moving level, E=10 eV: 0.06400
Delta*lambda/(hbar*v) at 10 eV: 17.914
Empty-state estimate, relative: 2.45 %
Wide-band addition, relative: 2.45 %
Discrete-band kept vacancy at 10 eV: 0.06353
Moving-level addition, E=10 eV: 2.30 %
Moving-level addition, E=100 eV: 2.30 %
Half-spread of starting distance: 0.010 nm
P with start spread at 10 eV: 0.06558
Apparent vc with spread, 5-100 eV: 14.826 km/s
Ion de Broglie wavelength at 10 eV: 0.001140 nm
```
